# Avoided Crossings of Adjacent Stark Shells and Their Diabatic Passage: verification in Python

```python
"""Avoided crossing of parabolic states (n,k,m) and (n+1,k',m), m = 1.
Claim: gap = 2 |sum_l delta_l C(n,k,l) C(n+1,k',l)| / (n(n+1))^(3/2), and
diabatic probability P = exp(-pi gap^2 / (2 dmu |dF/dt|)).
delta_l: quantum defect; C: Clebsch-Gordan coefficient between parabolic and
spherical states; dmu: difference of the slopes dE/dF; F: electric field.
Hamiltonian: p^2/2 - 1/r + v(r) + F z, with model core v = -exp(-2 r).
Hartree atomic units unless a printed label says otherwise."""
from functools import lru_cache
import numpy as np
from scipy.linalg import eigh, eigvalsh, solve_triangular, block_diag
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre, gammaln
from scipy.constants import physical_constants as pc
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

M = 1
CORE_DEPTH, CORE_RATE = 1.0, 2.0


def core(r):
    return -CORE_DEPTH * np.exp(-CORE_RATE * r)


@lru_cache(maxsize=None)
def coefficient(n, k, l):
    j = Rational(n - 1, 2)
    return float(clebsch_gordan(j, j, l, Rational(M - k, 2),
                                Rational(M + k, 2), M))


def radial_grid(rmax, points=500):
    # Gauss-Legendre in t with r = t^2
    x, w = np.polynomial.legendre.leggauss(points)
    tmax = np.sqrt(rmax)
    t = 0.5 * tmax * (x + 1)
    return t**2, w * tmax * t


def sturmian(lam, l, N, r):
    # Coulomb Sturmian, positive near r = 0, integral of u^2/r equals one
    x, p = 2 * lam * r, N - l - 1
    norm = np.exp(0.5 * (gammaln(p + 1) - gammaln(p + 2 * l + 2)))
    return norm * x**(l + 1) * np.exp(-x / 2) * eval_genlaguerre(p, 2*l + 1, x)


def hydrogen_radial(n, l, r):
    return sturmian(1.0 / n, l, n, r) / n


def angular(l):
    return np.sqrt((l**2 - M**2) / (4.0 * l**2 - 1))


def stark_states(n):
    return range(-(n - 1 - M), n - M, 2)


# Test: Clebsch-Gordan vectors are eigenvectors of z built by quadrature.
n0 = 10
r, w = radial_grid(1300.0)
for n in (n0, n0 + 1):
    zshell = np.zeros((n - M, n - M))
    for l in range(M + 1, n):
        element = angular(l) * np.sum(
            w * r * hydrogen_radial(n, l, r) * hydrogen_radial(n, l - 1, r))
        zshell[l - M, l - M - 1] = zshell[l - M - 1, l - M] = element
    for k in stark_states(n):
        c = np.array([coefficient(n, k, l) for l in range(M, n)])
        assert abs(c @ c - 1) < 1e-10
        assert np.max(np.abs(zshell @ c - 1.5 * n * k * c)) < 1e-6


# Test: all core couplings between two shells by parabolic quadrature.
def parabolic_factor(n, p, x):
    y = x / n
    return y**(M / 2) * np.exp(-y / 2) * eval_genlaguerre(p, M, y)


def parabolic_pair(n, k, x, wx):
    n1, n2 = (n - 1 - M + k) // 2, (n - 1 - M - k) // 2
    f, g = parabolic_factor(n, n1, x), parabolic_factor(n, n2, x)
    norm = 0.25 * (np.sum(wx * x * f * f) * np.sum(wx * g * g)
                   + np.sum(wx * f * f) * np.sum(wx * x * g * g))
    return f / np.sqrt(norm), g


born = {l: -n0**3 * np.sum(w * core(r) * hydrogen_radial(n0, l, r)**2)
        for l in range(M, n0)}
kernel = 0.25 * (r[:, None] + r[None, :]) * core(
    0.5 * (r[:, None] + r[None, :]))
direct, summed = [], []
for k in stark_states(n0):
    f, g = parabolic_pair(n0, k, r, w)
    for kp in stark_states(n0 + 1):
        fp, gp = parabolic_pair(n0 + 1, kp, r, w)
        direct.append(abs((w * f * fp) @ kernel @ (w * g * gp)))
        summed.append(abs(sum(
            born[l] * coefficient(n0, k, l) * coefficient(n0 + 1, kp, l)
            for l in born)) / (n0 * (n0 + 1))**1.5)
direct, summed = np.array(direct), np.array(summed)
coupling_error = np.max(np.abs(direct - summed)) / np.max(direct)
assert coupling_error < 0.01


class StarkAtom:
    """Full Stark problem in a Sturmian basis holding many l and shells."""

    def __init__(self, n, nmax=36):
        lam = 1.0 / (n + 0.5)
        r, w = radial_grid(130.0 / lam)
        ls = list(range(M, n + 7))
        u = {l: np.array([sturmian(lam, l, N, r)
                          for N in range(l + 1, nmax + 1)]) for l in ls}
        self.s, self.h, self.v = {}, {}, {}
        for l in ls:
            self.s[l] = (u[l] * w) @ u[l].T
            N = np.arange(l + 1, nmax + 1)
            self.h[l] = -0.5 * lam**2 * self.s[l] + np.diag(lam * N - 1.0)
            self.v[l] = (u[l] * w * core(r)) @ u[l].T
        start = np.concatenate(([0], np.cumsum([len(u[l]) for l in ls])))
        z = np.zeros((start[-1], start[-1]))
        for i in range(1, len(ls)):
            block = angular(ls[i]) * (u[ls[i - 1]] * w * r) @ u[ls[i]].T
            a = slice(start[i - 1], start[i])
            b = slice(start[i], start[i + 1])
            z[a, b], z[b, a] = block, block.T
        low = np.linalg.cholesky(block_diag(*[self.s[l] for l in ls]))
        inv = solve_triangular(low, np.eye(len(low)), lower=True)

        def orthonormal(a):
            b = inv @ a @ inv.T
            return 0.5 * (b + b.T)

        self.H0 = orthonormal(block_diag(*[self.h[l] for l in ls]))
        self.V = orthonormal(block_diag(*[self.v[l] for l in ls]))
        self.Z = orthonormal(z)

    def defect(self, n, l):
        e = eigh(self.h[l] + self.v[l], self.s[l], eigvals_only=True)
        return n - 1 / np.sqrt(-2 * e[n - l - 1])


def edge_crossing(n):
    k, kp = n - 1 - M, -(n - M)
    dmu = 1.5 * (n * k - (n + 1) * kp)
    field = 0.5 * (1 / n**2 - 1 / (n + 1)**2) / dmu
    return k, kp, dmu, field


def top_index(n):
    # position of the highest state of shell n among all m = 1 states
    return n * (n - 1) // 2 - 1


def minimum_gap(atom, n, strength=1.0):
    i, guess = top_index(n), edge_crossing(n)[3]
    H = atom.H0 + strength * atom.V

    def gap(s):
        e = eigvalsh(H + s * guess * atom.Z, subset_by_index=[i, i + 1])
        return e[1] - e[0]

    best = minimize_scalar(lambda s: (1e5 * gap(s))**2, bounds=(0.94, 1.04),
                           method="bounded", options={"xatol": 1e-7})
    return gap(best.x), best.x * guess


def gap_terms(atom, n):
    k, kp = edge_crossing(n)[:2]
    deltas = {l: 0.5 * (atom.defect(n, l) + atom.defect(n + 1, l))
              for l in range(M, 5)}
    terms = {l: 2 * d * coefficient(n, k, l) * coefficient(n + 1, kp, l)
             / (n * (n + 1))**1.5 for l, d in deltas.items()}
    return deltas, terms


atom = StarkAtom(n0)

# Test: core element between an unperturbed and a perturbed radial state.
core_ratio = {}
for l in (1, 2):
    phi = eigh(atom.h[l], atom.s[l])[1][:, n0 + 1 - l - 1]
    pert = eigh(atom.h[l] + atom.v[l], atom.s[l])[1][:, n0 - l - 1]
    d = atom.defect(n0, l)
    law = np.sin(np.pi * d) / np.pi / ((n0 + 1) * (n0 - d))**1.5
    core_ratio[l] = abs(phi @ atom.v[l] @ pert) / law
    assert abs(core_ratio[l] - 1) < 0.01

# Test: gap formula against full diagonalization, for two shells.
k, kp, dmu, F_linear = edge_crossing(n0)
deltas, terms = gap_terms(atom, n0)
gap_formula = abs(sum(terms.values()))
gap_unsigned = sum(abs(t) for t in terms.values())
gap_full, F_full = minimum_gap(atom, n0)
gap_hydrogen = minimum_gap(atom, n0, 0.0)[0]
gap_smaller_basis = minimum_gap(StarkAtom(n0, 30), n0)[0]
assert abs(gap_smaller_basis / gap_full - 1) < 0.01
assert gap_hydrogen < 0.01 * gap_full
assert abs(gap_formula / gap_full - 1) < 0.08
assert abs(gap_unsigned / gap_full - 1) > 0.25
assert abs(F_full / F_linear - 1) < 0.02

n_high = 14
atom_high = StarkAtom(n_high)
gap_formula_high = abs(sum(gap_terms(atom_high, n_high)[1].values()))
gap_full_high = minimum_gap(atom_high, n_high)[0]
assert abs(gap_formula_high / gap_full_high - 1) < 0.08


# Test: sweep the field through the crossing with many coupled levels.
def slew_rate(P, gap):
    return np.pi * gap**2 / (2 * dmu * np.log(1 / P))


energies, vectors = eigh(atom.H0 + atom.V + F_full * atom.Z)
i = top_index(n0)
first, last = i - 16, i + 36
sub = vectors[:, first:last]
Zsub = sub.T @ atom.Z @ sub
Hsub = np.diag(energies[first:last] - energies[i])


def sweep(rate, steps=1200, half_width=0.06):
    edge = half_width * F_full
    dF = 2 * edge / steps
    psi = eigh(Hsub - edge * Zsub)[1][:, i - first].astype(complex)
    for q in range(steps):
        e, c = eigh(Hsub + (-edge + (q + 0.5) * dF) * Zsub)
        psi = c @ (np.exp(-1j * e * dF / rate) * (c.T @ psi))
    final = eigh(Hsub + edge * Zsub)[1][:, i - first + 1]
    return abs(final @ psi)**2


sweeps = {}
for P in (0.5, 0.9):
    rate = slew_rate(P, gap_formula)
    law = np.exp(-np.pi * gap_full**2 / (2 * dmu * rate))
    sweeps[P] = (sweep(rate), law)
    # finite sweep range leaves small end-point oscillations
    assert abs(sweeps[P][0] - law) < 0.02
    assert abs(sweeps[P][0] - P) < 0.06

to_Vcm = pc["atomic unit of electric field"][0] / 100
to_GHz = pc["hartree-hertz relationship"][0] / 1e9
to_ns = pc["atomic unit of time"][0] * 1e9

print(f"core depth = {CORE_DEPTH} hartree, decay rate = {CORE_RATE} 1/bohr")
print(f"states: n={n0}, k={k} and n={n0+1}, k={kp}, m={M}")
for l in deltas:
    print(f"l={l}: quantum defect = {deltas[l]:.6f}")
for l in (1, 2, 3, 4):
    print(f"l={l}: C(n,k,l) = {coefficient(n0, k, l):.5f}, "
          f"C(n+1,k',l) = {coefficient(n0+1, kp, l):.5f}")
    print(f"l={l}: signed term of gap = {terms[l]:.4e} hartree")
print(f"largest coupling error / largest coupling = {coupling_error:.2e}")
for l in core_ratio:
    print(f"l={l}: core element / sine law = {core_ratio[l]:.5f}")
print(f"slope difference = {dmu:.1f} a.u. of dipole")
print(f"crossing field, linear energies = {F_linear:.5e} a.u.")
print(f"crossing field, full = {F_full:.5e} a.u. = {F_full*to_Vcm:.1f} V/cm")
print(f"estimate 1/(3 n^5) = {1/(3*n0**5):.4e} a.u.")
print(f"Stark spacing 3 n F = {3*n0*F_full:.4e} hartree")
print(f"gap, formula = {gap_formula:.4e} hartree "
      f"= {gap_formula*to_GHz:.3f} GHz")
print(f"gap, full diagonalization = {gap_full:.4e} hartree "
      f"= {gap_full*to_GHz:.3f} GHz")
print(f"ratio formula/full, n={n0}: {gap_formula/gap_full:.4f}")
print(f"gap if signs are ignored = {gap_unsigned:.4e} hartree")
print(f"residual gap without core = {gap_hydrogen:.1e} hartree")
print(f"gap full, basis 30 / basis 36 = {gap_smaller_basis/gap_full:.6f}")
print(f"n={n_high}: gap formula = {gap_formula_high:.4e} hartree")
print(f"n={n_high}: gap full = {gap_full_high:.4e} hartree")
print(f"ratio formula/full, n={n_high}: "
      f"{gap_formula_high/gap_full_high:.4f}")
for P in (0.5, 0.9, 0.99):
    rate = slew_rate(P, gap_formula)
    print(f"slew rate for P={P}: {rate:.4e} a.u. "
          f"= {rate*to_Vcm/to_ns:.4g} V/cm per ns")
for P, (found, law) in sweeps.items():
    print(f"target P={P}: many-level sweep {found:.4f}, "
          f"Landau-Zener with full gap {law:.4f}")
print("done: every assertion held")
```

Output:

```
core depth = 1.0 hartree, decay rate = 2.0 1/bohr
states: n=10, k=8 and n=11, k=-9, m=1
l=1: quantum defect = 0.038672
l=2: quantum defect = 0.002853
l=3: quantum defect = 0.000085
l=4: quantum defect = 0.000001
l=1: C(n,k,l) = 0.23355, C(n+1,k',l) = 0.21320
l=1: signed term of gap = 3.3382e-06 hartree
l=2: C(n,k,l) = -0.42640, C(n+1,k',l) = 0.39666
l=2: signed term of gap = -8.3647e-07 hartree
l=3: C(n,k,l) = 0.52357, C(n+1,k',l) = 0.50175
l=3: signed term of gap = 3.8664e-08 hartree
l=4: C(n,k,l) = -0.50175, C(n+1,k',l) = 0.50175
l=4: signed term of gap = -5.6353e-10 hartree
largest coupling error / largest coupling = 4.65e-04
l=1: core element / sine law = 1.00025
l=2: core element / sine law = 1.00337
slope difference = 268.5 a.u. of dipole
crossing field, linear energies = 3.23191e-06 a.u.
crossing field, full = 3.19910e-06 a.u. = 16450.4 V/cm
estimate 1/(3 n^5) = 3.3333e-06 a.u.
Stark spacing 3 n F = 9.5973e-05 hartree
gap, formula = 2.5398e-06 hartree = 16.711 GHz
gap, full diagonalization = 2.3725e-06 hartree = 15.610 GHz
ratio formula/full, n=10: 1.0705
gap if signs are ignored = 4.2138e-06 hartree
residual gap without core = 1.0e-12 hartree
gap full, basis 30 / basis 36 = 0.996780
n=14: gap formula = 4.9302e-07 hartree
n=14: gap full = 4.7094e-07 hartree
ratio formula/full, n=14: 1.0469
slew rate for P=0.5: 5.4443e-14 a.u. = 1.157e+04 V/cm per ns
slew rate for P=0.9: 3.5817e-13 a.u. = 7.614e+04 V/cm per ns
slew rate for P=0.99: 3.7548e-12 a.u. = 7.982e+05 V/cm per ns
target P=0.5: many-level sweep 0.5540, Landau-Zener with full gap 0.5462
target P=0.9: many-level sweep 0.9148, Landau-Zener with full gap 0.9122
done: every assertion held
```
